# Why Avrami coverage is too high for misoriented triangular islands

Take a single layer of Bi₂Te₃ growing as triangular islands from 20 nuclei per µm², all formed at the start, with every edge advancing at 1 nm/s. After 169.9 s the Avrami formula leaves 4.98 % of the substrate bare. If the islands are randomly oriented and stop where they meet, the bare part is 5.43 %, with a standard error of 0.10 %, once the coverage lost by blocking in a simulation is taken into account. Nuclei, edge speed and island shape are the same in both counts, yet about 9 % more bare area remains than the formula allows.

## The belief and its appeal

The belief is that the Avrami formula is exact for any island shape, provided that the nuclei are placed at random. It has a good argument behind it.

Let the edges of an equilateral triangle advance along their normals, and let $r$ be the distance from nucleus to edge. The side is $2\sqrt3\,r$, the corners lie at distance $2r$, and the area is $\tfrac{\sqrt3}{4}(2\sqrt3\,r)^2=3\sqrt3\,r^2$. First let islands pass freely through one another. A substrate point is covered by islands of a given orientation if a nucleus of that class lies in a certain region around the point, which is the inverted triangle, again of area $3\sqrt3\,r^2$. For a Poisson distribution of nuclei with density $N$, the expected numbers from all orientation classes add up to

$$X=3\sqrt3\,N r^2,$$

and the chance that there is no such nucleus is $e^{-X}$. The coverage is therefore

$$\theta=1-e^{-X}.$$

If nuclei are instead attempted at a constant rate $I$ per area and the edge speed $v$ is constant, then $X=\int_0^t 3\sqrt3\,I v^2(t-t')^2dt'=\sqrt3\,I v^2t^3$. Orientation has dropped out in both cases.

This derivation is exact, but it describes free overlap. The free count includes phantom nuclei, attempted on ground already covered, and phantom growth, the continuation of an island through its neighbour. The belief adds that these phantoms do no harm because they stay hidden under real material. That is a claim about geometry, and it can be tested.

For real growth I use this rule: an island fills bare ground inside its free triangle, but only where that ground is connected to the island. Covered ground is never taken over, and no nucleus forms on it. The rule fills connected ground without delay, so where a fast island overtakes a slower one it closes the shadow sooner than edges of finite speed could. Real material thus always lies inside the free triangles, so the real coverage cannot exceed the free one. The question is whether it can be smaller.

## Where the belief is right

Let all islands have the same orientation, with outward edge normals $\mathbf n_1,\mathbf n_2,\mathbf n_3$, and define

$$g(\mathbf d)=\max_j \mathbf n_j\cdot\mathbf d .$$

This is the advance an island needs to reach a point displaced by $\mathbf d$ from its nucleus. The maximum of a sum is at most the sum of the maxima, so $g(\mathbf a+\mathbf b)\le g(\mathbf a)+g(\mathbf b)$. The same holds for any convex shape, described by all its supporting normals.

Suppose also that all edges have the same speed at each moment. Then $s=\int v\,dt$ serves as a common clock, even if $v$ changes with time. An island born at $s_i$ at position $\mathbf x_i$ freely reaches $\mathbf x$ at

$$T_i(\mathbf x)=s_i+g(\mathbf x-\mathbf x_i).$$

Let $i$ be the first to reach $\mathbf x$ among all attempted nuclei, phantoms included. Ties have zero probability. Take any point $\mathbf y$ on the straight segment from $\mathbf x_i$ to $\mathbf x$. The two parts of the segment are parallel, so $T_i(\mathbf x)=T_i(\mathbf y)+g(\mathbf x-\mathbf y)$. If another island $j$ had reached $\mathbf y$ earlier, then

$$T_j(\mathbf x)\le T_j(\mathbf y)+g(\mathbf x-\mathbf y)<T_i(\mathbf y)+g(\mathbf x-\mathbf y)=T_i(\mathbf x),$$

which contradicts the choice of $i$. The path to $\mathbf x$ is therefore open. With $\mathbf y=\mathbf x_i$ the same argument shows that nucleus $i$ was born on bare ground. Every point is thus covered at its free arrival time, and the Avrami formula is exact for the real islands.

The proof needs equal speed at equal clock time. A common law of island age is not enough. Let $r^2=Da$, with age $a$ and a constant $D$. A phantom is born inside an island of age $a_0$, at distance $p>0$ from its nucleus, measured by $g$. Along the ray through both nuclei the phantom later reaches $p+\sqrt{Da}$, while the old island reaches $\sqrt{D(a_0+a)}$. The difference $\sqrt{D(a_0+a)}-\sqrt{Da}$ tends to zero as $a$ grows, so the phantom eventually emerges, although the two triangles are aligned.

## A corner that overtakes an edge

With different orientations, the proof fails because $i$ and $j$ no longer share one function $g$. Physically, a corner moves at $2v$ and an edge at $v$.

Let island A have a corner pointing along $+x$. Let B, of opposite orientation, sit a distance $d$ ahead on that axis, with an edge facing $+x$ and a corner facing A. Both start together. The corners meet when $2r=d-2r$, at $r=d/4$, and from then on the real corner of A is blocked. The free corner continues at $2r$, while the far edge of B is at $d+r$. For $r>d$ the free corner has emerged by $h=r-d$. Its opening angle is 60°, so the false spike has base $2h\tan30^\circ=2h/\sqrt3$ and area

$$\tfrac12\,h\,\frac{2h}{\sqrt3}=\frac{(r-d)^2}{\sqrt3}.$$

By symmetry B has a false spike behind A. The free count includes both spikes, but neither island has put material there. For $d=20$ and $r=45$ in any unit of length, the excess is $2\cdot25^2/\sqrt3=721.7$ square units.

## The leading error for many islands

For a general pair, put A at the origin and B at $\mathbf w$. Let $\mathbf u$ point to a corner of A, let $\mathbf n$ be the edge normal of B nearest to it, at angle $\gamma$ with $|\gamma|<60^\circ$, and let $\mathbf t$ be the unit vector along that edge. Write $c=2\cos\gamma>1$. The corner gains on this edge at the rate $c-1$ per unit advance. The other two normals of B make more than 60° with $\mathbf u$, so the corner falls back relative to those edges and cannot leave through them.

The corner emerges at advance $s$, at a point displaced by $\ell$ from the middle of the edge:

$$2s\mathbf u-\mathbf w=s\mathbf n+\ell\mathbf t,\qquad |\ell|<\sqrt3\,s .$$

Just before, it was inside B. Did B really hold that place? The ray from B to the emergence point could have been cut by A only if $\mathbf w$ made more than 90° with both edge normals of A that meet at the corner. These lie at ±60° from $\mathbf u$, so $\mathbf w$ would have to be more than 150° from $\mathbf u$. But $\mathbf n\cdot\mathbf w=s(c-1)>0$ puts $\mathbf w$ within 90° of $\mathbf n$, hence within 150° of $\mathbf u$. B was there first.

After emergence the spike has height $(c-1)(r-s)$. Its base is bounded by the points where two sides of A cross the edge line of B. If the normals of two lines enclose an angle $\beta$ and both lines advance at unit rate, their crossing point slides along either line at $\tan(\beta/2)$. Here $\beta=60^\circ\pm\gamma$, so the base is $(r-s)$ times

$$\tan\!\left(30^\circ+\tfrac{\gamma}{2}\right)+\tan\!\left(30^\circ-\tfrac{\gamma}{2}\right)
=\frac{\sin60^\circ}{\tfrac12(\cos60^\circ+\cos\gamma)}=\frac{2\sqrt3}{c+1}.$$

Half of base times height gives the false area

$$\sqrt3\,\frac{c-1}{c+1}\,(r-s)^2 .$$

Both sliding rates are below $\tan60^\circ=\sqrt3$, the rate at which the ends of B's edge move apart from its middle. The base therefore stays within the edge and widens over ground that B reaches before A. A cannot get around B to fill the spike.

No other false area arises from a pair. Ground inside both free triangles cannot stay bare: on the segment from A's nucleus to such a bare point, the last held point would border bare ground that lies inside the free triangle of whichever island holds it, and that island would fill it. Any separate piece of A left outside B contains a corner of A, because a line can be drawn between B and a point of the piece, and the part of A beyond that line includes a corner. A corner that B never covered was reached along its own open ray, so its piece is real.

Now sum over positions of B. From $\mathbf w=s(2\mathbf u-\mathbf n)-\ell\mathbf t$, the area element is $d^2w=|\mathbf n\cdot(2\mathbf u-\mathbf n)|\,ds\,d\ell=(c-1)\,ds\,d\ell$. The integral over $\ell$ gives the edge length $2\sqrt3\,s$, and A has three corners:

$$3\int_0^r 2\sqrt3\,s\,(c-1)\,\sqrt3\,\frac{c-1}{c+1}(r-s)^2ds
=18\,\frac{(c-1)^2}{c+1}\cdot\frac{r^4}{12}=\frac32\,\frac{(c-1)^2}{c+1}\,r^4 .$$

Every island can play A to every other as B, so the false area per unit substrate is $N^2$ times the orientation average of this. Since $X^2=27N^2r^4$,

$$\theta_{\rm Avrami}-\theta_{\rm real}=\kappa X^2+O(X^3),\qquad
\kappa=\frac1{18}\left\langle\frac{(c-1)^2}{c+1}\right\rangle .$$

If the substrate allows two opposite orientations in equal numbers, half the partners are aligned, with $c=1$ and no contribution. The other half have $\gamma=0$, $c=2$ and contribute $1/3$. Thus $\kappa_{\rm twin}=\tfrac1{18}\cdot\tfrac16=\tfrac1{108}\approx0.0093$.

For random orientation $\gamma$ is uniform between −60° and 60°. Division gives $(c-1)^2/(c+1)=2\cos\gamma-3+4/(1+2\cos\gamma)$. With $\tau=\tan(\gamma/2)$ the last term needs

$$\int_0^{\pi/3}\!\frac{d\gamma}{1+2\cos\gamma}=\int_0^{1/\sqrt3}\!\frac{2\,d\tau}{3-\tau^2}
=\frac1{\sqrt3}\ln\frac{\sqrt3+1/\sqrt3}{\sqrt3-1/\sqrt3}=\frac{\ln2}{\sqrt3}.$$

The other two terms integrate to $\sqrt3$ and $-\pi$. Dividing by the range $\pi/3$ and by 18,

$$\kappa_{\rm random}=\frac{1}{6\pi}\left(\sqrt3-\pi+\frac{4\ln2}{\sqrt3}\right)\approx0.0101 .$$

## From pairs to a nearly closed layer

At larger $X$ several islands act together, and I simulated the growth. On a periodic grid of 200 × 200 pixels, with 40 nuclei on average, pixels are filled in order of arrival. A pixel joins an island once the free triangle has reached it and a neighbouring pixel belongs to that island. The gap is the free coverage minus the blocked coverage of the same nuclei, averaged over 12 runs. In the example, the advance follows from $r=\sqrt{X/(3\sqrt3N)}$. For $X=3$ this is $\sqrt{3/(5.196\cdot20)}$ µm = 170 nm, reached after 170 s. The blocked coverage in the table is the Avrami value minus the gap.

| $X$ | time (s) | Avrami (%) | gap (%) | blocked (%) |
|---|---|---|---|---|
| 0.5 | 69 | 39.35 | 0.20 ± 0.03 | 39.15 |
| 1 | 98 | 63.21 | 0.43 ± 0.08 | 62.8 |
| 2 | 139 | 86.47 | 0.55 ± 0.09 | 85.9 |
| 3 | 170 | 95.02 | 0.45 ± 0.10 | 94.6 |

Gaps are in percent of the substrate area, with standard errors. The pair law gives 0.25 % at $X=0.5$, but 1.0 % at $X=1$ and 9.1 % at $X=3$, far too much. Third islands can cover a false spike, and then it no longer counts. A crude estimate multiplies $\kappa X^2$ by $e^{-X}$, the chance that free islands leave a point bare. This gives 0.37, 0.55 and 0.45 % at $X=1$, 2 and 3, close to the simulation. For twins it gives 0.50 % at $X=2$, and 12 runs give 0.34 ± 0.07 %; a difference of about two standard errors from so few runs does not show that the estimate fails there. It remains an estimate, since it ignores how third islands change the blocking.

Other cases, run in the same way, separate the causes:

- Aligned islands show a gap of 0.00 % at every level, for simultaneous and for continuous nucleation (three runs each).
- Randomly oriented islands with continuous nucleation give 0.56 ± 0.09 % at $X=2$ (seven runs), much like simultaneous nucleation.
- Aligned islands with $r^2=Da$ and continuous nucleation give 1.24 ± 0.10 % at $X=2$ (five runs, so the error itself is only rough and the value is best read as between 1 and 2 %). Here unequal speeds do more damage than random orientation does above, but this is not a general rule: if aligned islands all start together and half grow 20 % faster and half 20 % slower, the gap at $X=2$ is below 0.1 % under the filling rule used here (0.03 ± 0.02 % from five runs). That rule lets a fast island fill the shadow behind a slow one at once; if fronts must travel around the obstacle at finite speed, the gap is about 0.2 %, still below the orientation gap.

How much the error matters depends on the quantity read from the data. At $X=3$ the coverage is wrong by half a percent of the substrate, but the bare area is too small by $0.45/4.98$, or about 9 ± 2 % of the Avrami value. The coverage then rises at $2Xe^{-X}/t=0.00176$ per second, so the real film lags by about $0.0045/0.00176\approx2.6$ s. Someone who inverts the formula at $X=2$ with the correct edge speed finds 19.6 nuclei per µm² instead of 20. The apparent Avrami exponent between $X=1$ and 3 is 1.97 instead of 2.

## Beside a real film

The density, edge speed and supply used here are round numbers chosen for illustration, not measured data for Bi₂Te₃. Random orientation stands for a substrate that gives no in-plane registry, and twins for one that leaves two opposite orientations. Real corners may be blunted, which brings corner and edge speeds closer together; I expect a smaller gap then, but have not computed it.

Another assumption, that the nuclei are placed independently of one another, can matter much more. Growing islands deplete their surroundings of adatoms, which keeps nuclei apart. With nuclei at least 112 nm apart, half of $N^{-1/2}$, and the density held fixed, ten simulated arrangements of freely overlapping islands cover 73.1 ± 0.3 % at $X=1$, against 63.2 % for Poisson nuclei. This shift is more than twenty times the orientation gap at the same $X$ and has the opposite sign. If half the islands grow 20 % faster and half 20 % slower than the nominal speed, the mean area rises by 4 %, and the Avrami coverage at nominal $X=1$ rises by 1.4 % of the substrate.

The supply sets a further limit. At 0.6 layer per minute it exceeds the peak demand of the edges, 0.525 layer per minute. By $X=1$, however, 0.98 layer has arrived and 0.63 has been used. The model does not say whether the rest desorbs, stays mobile or starts a second layer.

With independently placed nuclei and one constant edge speed shared by all islands, random orientation lowered the simulated coverage by only about half a percent of the substrate. If a measured curve departs from the Avrami law by several percent, misorientation alone does not explain it in this model, and the other assumptions should be examined. Agreement to within one percent, in turn, does not show that the islands are aligned.
